# Bond dipole at an oxide interface from two-atom charge equilibration: a numerical check

```python
"""
Result under test: two atoms A (metal) and B (oxygen) with charges +q and -q
minimise E = chi_A qA + chi_B qB + eta_A qA^2/2 + eta_B qB^2/2 + J qA qB at
    q = (chi_B - chi_A)/D,  D = eta_A + eta_B - 2 J,  dipole p = q R.
chi: electronegativity (eV), eta = I - A: hardness (eV), R: distance (angstrom),
J: Coulomb interaction of two unit Gaussian charges (eV), q in units of e.
Each Gaussian has a self-repulsion equal to the hardness of its atom.
All model parameters are round, rough values in the regime of Hf-O and Si-O.
"""
import numpy as np
import mpmath as mp
from scipy import constants as const
from scipy.integrate import quad, cumulative_trapezoid
from scipy.optimize import minimize, minimize_scalar
from scipy.special import erf

K = const.e / (4 * np.pi * const.epsilon_0) * 1e10      # eV angstrom
DEBYE = const.e * 1e-10 * const.c / 1e-21               # debye per e angstrom

chi_hf, eta_hf = 3.5, 6.5
chi_si, eta_si = 4.8, 6.8
chi_o, eta_o = 7.5, 12.0
R_hf, R_si = 2.1, 1.6


def exponent(eta):
    return np.pi / 2 * (eta / K) ** 2


def overlap_mu(eta_a, eta_b):
    a, b = exponent(eta_a), exponent(eta_b)
    return np.sqrt(a * b / (a + b))


def coulomb(eta_a, eta_b, R):
    return K * erf(overlap_mu(eta_a, eta_b) * R) / R


def coulomb_fourier(eta_a, eta_b, R):
    """Coulomb energy of two Gaussian densities by quadrature over k."""
    width = 1 / exponent(eta_a) + 1 / exponent(eta_b)
    f = lambda k: np.sinc(k * R / np.pi) * np.exp(-k * k * width / 4)
    return 2 * K / np.pi * quad(f, 0, 20, epsabs=1e-12, limit=300)[0]


def energy(qa, qb, chi_a, eta_a, chi_b, eta_b, J):
    return (chi_a * qa + chi_b * qb + eta_a * qa**2 / 2
            + eta_b * qb**2 / 2 + J * qa * qb)


def bond(chi_a, eta_a, chi_b, eta_b, R):
    J = coulomb(eta_a, eta_b, R)
    D = eta_a + eta_b - 2 * J
    q = (chi_b - chi_a) / D
    return J, D, q, q * R


# Gaussian Coulomb energies, and positive curvature for many atom pairs
for eta in (eta_hf, eta_si, eta_o):
    assert abs(coulomb_fourier(eta, eta, 0.0) - eta) < 1e-7
for ea, eb, R in ((eta_hf, eta_o, R_hf), (eta_si, eta_o, R_si), (5, 9, 0.7)):
    assert abs(coulomb_fourier(ea, eb, R) - coulomb(ea, eb, R)) < 1e-7
rng = np.random.default_rng(1)
for ea, eb, R in rng.uniform([3, 3, 0.3], [15, 15, 6], (60, 3)):
    assert ea + eb - 2 * coulomb_fourier(ea, eb, R) > 0

# Minimum of the two-atom energy, with J taken from quadrature
for chi_m, eta_m, R in ((chi_hf, eta_hf, R_hf), (chi_si, eta_si, R_si)):
    Jn = coulomb_fourier(eta_m, eta_o, R)
    e2 = lambda qa, qb: energy(qa, qb, chi_m, eta_m, chi_o, eta_o, Jn)
    found = minimize_scalar(lambda x: e2(x, -x))
    J, D, q, p = bond(chi_m, eta_m, chi_o, eta_o, R)
    assert abs(found.x - q) < 1e-6 and abs(found.x * R - p) < 1e-6
    assert abs(found.fun + (chi_o - chi_m) ** 2 / (2 * D)) < 1e-7
    h, x = 1e-4, found.x
    slope_a = (e2(x + h, -x) - e2(x - h, -x)) / (2 * h)
    slope_b = (e2(x, -x + h) - e2(x, -x - h)) / (2 * h)
    common = (chi_m * (eta_o - J) + chi_o * (eta_m - J)) / D
    assert abs(slope_a - common) < 1e-5 and abs(slope_b - common) < 1e-5

J_hf, D_hf, q_hf, p_hf = bond(chi_hf, eta_hf, chi_o, eta_o, R_hf)
J_si, D_si, q_si, p_si = bond(chi_si, eta_si, chi_o, eta_o, R_si)
common_hf = (chi_hf * (eta_o - J_hf) + chi_o * (eta_hf - J_hf)) / D_hf
pair_energy = lambda x, J: energy(x, -x, chi_hf, eta_hf, chi_o, eta_o, J)

# Response to a gate field directed along the dipole
field = 5e8 * 1e-10                                    # 5 MV/cm in V/angstrom
in_field = minimize_scalar(lambda x: pair_energy(x, J_hf) - x * R_hf * field)
polarisability = R_hf**2 / D_hf                       # e angstrom^2 / V
dp_field = polarisability * field
assert abs(in_field.x * R_hf - p_hf - dp_field) < 1e-6

# Sensitivity to bond length
mu_hf = overlap_mu(eta_hf, eta_o)
J_slope = (2 * K * mu_hf / np.sqrt(np.pi) * np.exp(-(mu_hf * R_hf) ** 2)
           - J_hf) / R_hf
dp_dR = q_hf * (1 + 2 * R_hf * J_slope / D_hf)
h = 1e-4
p_at = lambda R: bond(chi_hf, eta_hf, chi_o, eta_o, R)[3]
assert abs((p_at(R_hf + h) - p_at(R_hf - h)) / (2 * h) - dp_dR) < 1e-6
spread = 0.05
dp_spread = max(abs(p_at(R_hf + s) - p_hf) for s in (-spread, spread))

# Point charges: curvature changes sign at the critical distance
R_crit = 2 * K / (eta_hf + eta_o)
for scale, sign in ((0.98, -1), (1.02, 1)):
    Jp = K / (scale * R_crit)
    curve = pair_energy(1, Jp) + pair_energy(-1, Jp) - 2 * pair_energy(0, Jp)
    assert curve * sign > 0
q_point_hf = (chi_o - chi_hf) / (eta_hf + eta_o - 2 * K / R_hf)
q_point_si = (chi_o - chi_si) / (eta_si + eta_o - 2 * K / R_si)

# Separated atoms: fractional model charge, but whole-electron transfer costs
far = minimize_scalar(lambda x: pair_energy(x, coulomb(eta_hf, eta_o, 1e6)))
q_far = (chi_o - chi_hf) / (eta_hf + eta_o)
assert abs(far.x - q_far) < 1e-5
transfer_cost = pair_energy(1, 0.0) - pair_energy(0, 0.0)
assert transfer_cost > 0

# Straight Si-O-Hf bridge: all three charges equilibrated together
z = np.array([-R_si, 0.0, R_hf])
chis = np.array([chi_si, chi_o, chi_hf])
etas = np.array([eta_si, eta_o, eta_hf])
M = np.diag(etas)
for i in range(3):
    for j in range(i):
        M[i, j] = M[j, i] = coulomb(etas[i], etas[j], abs(z[i] - z[j]))


def equilibrate(chi, matrix):
    n = len(chi)
    system = np.zeros((n + 1, n + 1))
    system[:n, :n] = matrix
    system[:n, n] = -1
    system[n, :n] = 1
    return np.linalg.solve(system, np.append(-chi, 0.0))[:n]


def minimise_bridge(matrix):
    full = lambda x: np.array([x[0], -x[0] - x[1], x[1]])
    e3 = lambda x: chis @ full(x) + full(x) @ matrix @ full(x) / 2
    return full(minimize(e3, [0.1, 0.1], method="BFGS").x)


q_bridge = equilibrate(chis, M)
assert np.allclose(q_bridge, minimise_bridge(M), atol=1e-4)
assert abs(equilibrate(chis[1:], M[1:, 1:])[1] - q_hf) < 1e-10
p_bridge = q_bridge @ z
p_net = p_hf - p_si

# Square sheet of bridges: interaction with all other bridges
density = 0.04                                         # per angstrom^2
a_lat = 1 / np.sqrt(density)
n = np.arange(-200, 201)
rho = a_lat * np.hypot(*np.meshgrid(n, n)).ravel()
cut = 200 * a_lat
rho = rho[(rho > 0) & (rho <= cut)]


def lattice_drop(dz):
    """Sum of K/rho - K/sqrt(rho^2+dz^2), with the far part integrated."""
    near = np.sum(1 / rho - 1 / np.sqrt(rho**2 + dz**2))
    return K * (near + np.pi * density * dz**2 / cut)


s = mp.mpf(3) / 2
beta = mp.power(4, -s) * (mp.zeta(s, 0.25) - mp.zeta(s, 0.75))
lattice_constant = float(4 * mp.zeta(s) * beta)
small = 0.05
numeric = 2 * lattice_drop(small) * a_lat**3 / (K * small**2)
assert abs(numeric / lattice_constant - 1) < 1e-3

drops = np.array([[lattice_drop(zi - zj) for zj in z] for zi in z])
q_sheet = equilibrate(chis, M - drops)
assert np.allclose(q_sheet, minimise_bridge(M - drops), atol=1e-4)
direct = sum(q_sheet[i] * q_sheet[j] * K
             * np.sum(1 / np.sqrt(rho**2 + (z[i] - z[j]) ** 2))
             for i in range(3) for j in range(3)) / 2
# the direct sum stops at a finite radius, which costs under one per cent
assert abs(direct / (-q_sheet @ drops @ q_sheet / 2) - 1) < 0.01
p_sheet = q_sheet @ z

# Potential step of a sheet by integrating Poisson's equation
step = lambda p: 4 * np.pi * K * density * p
q_separate = np.array([q_si, -q_si - q_hf, q_hf])
grid = np.linspace(-16, 16, 8001)
for charges, p in ((q_separate, p_net), (q_sheet, p_sheet)):
    layer = sum(c * np.sqrt(exponent(e) / np.pi)
                * np.exp(-exponent(e) * (grid - z0) ** 2)
                for c, e, z0 in zip(charges, etas, z))
    e_field = 4 * np.pi * K * density * cumulative_trapezoid(
        layer, grid, initial=0)
    assert abs(-np.trapezoid(e_field, grid) - step(p)) < 1e-4 if hasattr(
        np, "trapezoid") else abs(-np.trapz(e_field, grid) - step(p)) < 1e-4

# Polarisable surroundings: dipole at the centre of a spherical cavity
eps_eff, cavity = 5.0, 3.0
boundary = np.array([[-cavity, -1 / cavity**2],
                     [-1.0, 2 * eps_eff / cavity**3]])
G = np.linalg.solve(boundary, [-1 / cavity**2, 2 / cavity**3])[0]
assert abs(G - 2 * (eps_eff - 1) / ((2 * eps_eff + 1) * cavity**3)) < 1e-12
D_medium = D_hf - K * G * R_hf**2
assert D_medium > 0
q_medium = (chi_o - chi_hf) / D_medium
relaxed = minimize_scalar(
    lambda x: pair_energy(x, J_hf) - K * G * (x * R_hf) ** 2 / 2)
assert abs(relaxed.x - q_medium) < 1e-6

tilt = 20.0


def show(label, value, unit, digits=3):
    print(f"{label}: {value:.{digits}f} {unit}")


print("Inputs: round, rough model values")
show("Hf electronegativity", chi_hf, "eV", 1)
show("Hf hardness", eta_hf, "eV", 1)
show("Si electronegativity", chi_si, "eV", 1)
show("Si hardness", eta_si, "eV", 1)
show("O electronegativity", chi_o, "eV", 1)
show("O hardness", eta_o, "eV", 1)
show("Hf-O length", R_hf, "angstrom", 1)
show("Si-O length", R_si, "angstrom", 1)
show("Coulomb constant e^2/(4 pi eps0)", K, "eV angstrom", 4)
show("Hf-O mu", mu_hf, "1/angstrom", 4)
show("Hf-O J", J_hf, "eV")
show("Hf-O D", D_hf, "eV")
show("Hf-O charge", q_hf, "e", 4)
show("Hf-O dipole", p_hf, "e angstrom", 4)
show("Hf-O dipole, converted", p_hf * DEBYE, "debye", 2)
show("Hf-O energy at minimum", -(chi_o - chi_hf)**2 / (2 * D_hf), "eV")
show("Hf-O common charge derivative", common_hf, "eV")
show("Si-O J", J_si, "eV")
show("Si-O D", D_si, "eV")
show("Si-O charge", q_si, "e", 4)
show("Si-O dipole", p_si, "e angstrom", 4)
show("Point-charge J, Hf-O", K / R_hf, "eV")
show("Point-charge model charge, Hf-O", q_point_hf, "e")
show("Point-charge model charge, Si-O", q_point_si, "e")
show("Point-charge critical distance, Hf-O", R_crit, "angstrom")
show("Model charge at infinite distance, Hf-O", q_far, "e")
show("Cost of one-electron transfer, far Hf and O", transfer_cost, "eV")
show("Bond polarisability R^2/D, Hf-O", polarisability, "e angstrom^2/V")
show("Gate field (5 MV/cm)", field, "V/angstrom")
show("Dipole change in gate field", dp_field, "e angstrom", 4)
show("dJ/dR, Hf-O", J_slope, "eV/angstrom")
show("dp/dR, Hf-O", dp_dR, "e", 4)
show("Chosen bond-length spread", spread, "angstrom", 2)
show("Largest dipole change from spread", dp_spread, "e angstrom", 5)
show("Net bridge dipole, separate bonds", p_net, "e angstrom", 4)
show("Bridge areal density", density * 100, "per nm^2", 1)
show("Step, separate bonds, unscreened", step(p_net), "V")
show("Chosen effective permittivity", eps_eff, "(relative)", 1)
show("Step, separate bonds, screened", step(p_net) / eps_eff, "V")
show("Same step, permittivity 4", step(p_net) / 4, "V")
show("Same step, permittivity 20", step(p_net) / 20, "V")
show("Screened step, both bonds tilted 20 deg",
     step(p_net) / eps_eff * np.cos(np.radians(tilt)), "V")
show("Three-atom bridge, Si charge", q_bridge[0], "e")
show("Three-atom bridge, O charge", q_bridge[1], "e")
show("Three-atom bridge, Hf charge", q_bridge[2], "e")
show("Three-atom bridge dipole", p_bridge, "e angstrom", 4)
show("Bridge dipole inside sheet", p_sheet, "e angstrom", 4)
show("Step of interacting sheet, no other medium", step(p_sheet), "V")
show("Square-lattice dipole sum", lattice_constant, "(pure number)", 4)
show("Chosen cavity radius", cavity, "angstrom", 1)
show("Hf-O D with polarisable surroundings", D_medium, "eV")
show("Hf-O charge with polarisable surroundings", q_medium, "e")
show("Hf-O dipole with surroundings", q_medium * R_hf, "e angstrom")
print("all good")
```

Printed output:

```
Inputs: round, rough model values
Hf electronegativity: 3.5 eV
Hf hardness: 6.5 eV
Si electronegativity: 4.8 eV
Si hardness: 6.8 eV
O electronegativity: 7.5 eV
O hardness: 12.0 eV
Hf-O length: 2.1 angstrom
Si-O length: 1.6 angstrom
Coulomb constant e^2/(4 pi eps0): 14.3996 eV angstrom
Hf-O mu: 0.4975 1/angstrom
Hf-O J: 5.900 eV
Hf-O D: 6.700 eV
Hf-O charge: 0.5970 e
Hf-O dipole: 1.2537 e angstrom
Hf-O dipole, converted: 6.02 debye
Hf-O energy at minimum: -1.194 eV
Hf-O common charge derivative: 3.858 eV
Si-O J: 6.804 eV
Si-O D: 5.192 eV
Si-O charge: 0.5201 e
Si-O dipole: 0.8321 e angstrom
Point-charge J, Hf-O: 6.857 eV
Point-charge model charge, Hf-O: 0.836 e
Point-charge model charge, Si-O: 3.373 e
Point-charge critical distance, Hf-O: 1.557 angstrom
Model charge at infinite distance, Hf-O: 0.216 e
Cost of one-electron transfer, far Hf and O: 5.250 eV
Bond polarisability R^2/D, Hf-O: 0.658 e angstrom^2/V
Gate field (5 MV/cm): 0.050 V/angstrom
Dipole change in gate field: 0.0329 e angstrom
dJ/dR, Hf-O: -1.517 eV/angstrom
dp/dR, Hf-O: 0.0293 e
Chosen bond-length spread: 0.05 angstrom
Largest dipole change from spread: 0.00148 e angstrom
Net bridge dipole, separate bonds: 0.4216 e angstrom
Bridge areal density: 4.0 per nm^2
Step, separate bonds, unscreened: 3.051 V
Chosen effective permittivity: 5.0 (relative)
Step, separate bonds, screened: 0.610 V
Same step, permittivity 4: 0.763 V
Same step, permittivity 20: 0.153 V
Screened step, both bonds tilted 20 deg: 0.573 V
Three-atom bridge, Si charge: 0.230 e
Three-atom bridge, O charge: -0.722 e
Three-atom bridge, Hf charge: 0.492 e
Three-atom bridge dipole: 0.6651 e angstrom
Bridge dipole inside sheet: 0.2126 e angstrom
Step of interacting sheet, no other medium: 1.539 V
Square-lattice dipole sum: 9.0336 (pure number)
Chosen cavity radius: 3.0 angstrom
Hf-O D with polarisable surroundings: 4.990 eV
Hf-O charge with polarisable surroundings: 0.802 e
Hf-O dipole with surroundings: 1.683 e angstrom
all good
```
